# The setting `poisson_bc = james`: open boundaries from two Dirichlet solves

## A charge at the centre of a grounded sphere

Hartree atomic units are used throughout, so $\nabla^2\phi=-4\pi\rho$ and a unit charge has potential $1/r$. Put a point charge $q$ at the centre of a sphere of radius $R$. The solution that vanishes on the sphere is $\phi_D=q/r-q/R$. A grounded conductor carries an induced surface density, fixed by the outward normal derivative on the inner side:

$$\sigma=\frac{1}{4\pi}\,\partial_r\phi_D\Big|_{R}=-\frac{q}{4\pi R^2}.$$

The total induced charge is $-q$. A uniform shell of charge $-q$, alone in space, has potential $-q/R$ on and inside itself. Hence $\phi_D$ is the wanted potential $q/r$ plus the potential of the shell, and the wanted wall value is minus the shell potential, $V=+q/R$. Solving again with $\phi=V$ on the sphere adds the constant $q/R$ to $\phi_D$ and returns $q/r$.

Symmetry is not essential. For a unit charge at $\mathbf a$ the grounded solution is $\phi_D=1/|\mathbf r-\mathbf a|-(R/a)/|\mathbf r-\mathbf aR^2/a^2|$, which vanishes at $r=R$ because there $|\mathbf r-\mathbf aR^2/a^2|^2=(R^2/a^2)(a^2-2\mathbf r\cdot\mathbf a+R^2)$. Take $R=2$ bohr, $\mathbf a=(0.7,0.3,0.5)$ bohr and the wall point $(0,0,2)$ bohr. With $\sigma=\partial_r\phi_D/4\pi$, and Gauss–Legendre quadrature in the polar angle times the trapezoid rule in the azimuth, $-\oint\sigma\,dS'/|\mathbf r-\mathbf r'|=0.594438$ Ha/e. The bare Coulomb value is $1/\sqrt{0.49+0.09+2.25}=0.594438$ Ha/e.

## What the setting does

The open-boundary potential is $\phi_{\rm free}=G*\rho$ with $G=1/|\mathbf r|$, the solution that decays at infinity. The setting obtains it in a region $\Omega$ with wall $S$ and outward normal $\mathbf n$ in four steps.

1. Solve $\nabla^2\phi_D=-4\pi\rho$ in $\Omega$ with $\phi_D=0$ on $S$.
2. Form $\sigma=\partial_n\phi_D/4\pi$ on $S$.
3. Form $V(\mathbf r)=-\oint_S\sigma(\mathbf r')\,dS'/|\mathbf r-\mathbf r'|$ for $\mathbf r$ on $S$.
4. Solve $\nabla^2\phi=-4\pi\rho$ in $\Omega$ with $\phi=V$ on $S$.

## Proof in the continuum

Let $\Omega$ be a ball or a box, and let $\rho$ be bounded and vanish outside $\Omega$ and near $S$. Then $\sigma$ is bounded. For a box, the sine series of $\phi_D$ continues it as an odd function across every face, the continuation is harmonic near $S$, and a harmonic function is smooth. Oddness across both faces that meet at an edge also makes $\sigma$ vanish on the edge, at least linearly in the distance from it. For a ball, inversion in the sphere plays the part of the reflection.

Green's second identity for $\phi_D$ and a function $v$ reads

$$\int_\Omega(\phi_D\nabla'^2v-v\nabla'^2\phi_D)\,d^3r'=\oint_S(\phi_D\,\partial_nv-v\,\partial_n\phi_D)\,dS'.$$

Inserting $\nabla'^2\phi_D=-4\pi\rho$, $\phi_D|_S=0$ and $\partial_n\phi_D=4\pi\sigma$, and dividing by $4\pi$,

$$\int_\Omega\rho v+\oint_S\sigma v=-\frac1{4\pi}\int_\Omega\phi_D\nabla'^2v.\tag{1}$$

Choose $v=1/|\mathbf r-\mathbf r'|$ with $\mathbf r$ off $S$, so $\nabla'^2v=-4\pi\delta(\mathbf r-\mathbf r')$. The right side is $\phi_D(\mathbf r)$ inside and $0$ outside. With $\tilde\phi$ denoting $\phi_D$ extended by zero,

$$\phi_{\rm free}=\tilde\phi-G*\sigma.\tag{2}$$

To reach $S$ itself, $G*\sigma$ must be continuous there. A flat disc of radius $\epsilon$ contributes at most $2\pi\epsilon\max|\sigma|$ at any point, since $\int dS'/|\mathbf r-\mathbf r'|$ over the disc is largest at its centre, where it equals $2\pi\epsilon$. A small patch of a box wall lies in at most three such discs, and a spherical cap obeys a bound of the same order. The rest of the surface gives a continuous function, so $G*\sigma$ is a uniform limit of continuous functions. Since $\tilde\phi$ and $G*\rho$ are continuous too, (2) holds on $S$, where $\tilde\phi=0$: $\phi_{\rm free}=V$. The same holds on any wall that encloses $S$.

Finally $w=\phi-\phi_{\rm free}$ is harmonic in $\Omega$ and zero on $S$. A harmonic function equals its average over any small sphere, so it takes its extremes on the boundary, and $w=0$. Step 4 therefore returns $\phi_{\rm free}$. If $V$ carries an error $\delta V$, the same argument gives $|w|\le\max_S|\delta V|$.

Three consequences are used below. Charge outside $\Omega$ never enters step 1, so the result lacks exactly $G*\rho_{\rm out}$. For harmonic $v=p$, (1) gives $\oint\sigma p=-\int\rho p$: the wall carries minus the charge, dipole and every higher multipole of $\rho$. For a non-harmonic $p$ this fails in general; $p=r^2$ leaves $-(6/4\pi)\int\phi_D$. The energy $E=\frac12\int\rho\phi$ missed by grounded walls is, by (2), the symmetry of $G$, and $G*\rho=-G*\sigma$ on $S$,

$$E_{\rm free}-E_D=-\tfrac12\int\rho\,(G*\sigma)=-\tfrac12\oint\sigma\,(G*\rho)=\tfrac12\oint\sigma\,(G*\sigma)\ge0,\tag{3}$$

the Coulomb self-energy of the induced charge. It equals $\frac12\int 4\pi|\hat\sigma|^2/k^2\,d^3k/(2\pi)^3$, so it is positive unless $\sigma=0$, and it is $q^2/2R$ for the centred charge.

## The grid version is exact for the difference equation

On nodes $h\mathbf n$, $\mathbf n\in\mathbb Z^3$, let $A=-h^2\nabla_h^2$ act as

$$(Au)_{\mathbf n}=\sum_{a=x,y,z}\Big[c_0u_{\mathbf n}+\sum_{j=1}^m c_j\,(u_{\mathbf n+j\mathbf e_a}+u_{\mathbf n-j\mathbf e_a})\Big].$$

`stencil = 2` has $m=1$, $(c_0,c_1)=(2,-1)$; `stencil = 4` has $m=2$, $(c_0,c_1,c_2)=(30,-16,1)/12$. The equation is $A\phi=4\pi h^2\rho$. On $e^{i\mathbf k\cdot\mathbf n}$, $A$ multiplies by $\Lambda(\mathbf k)=\sum_a\lambda(k_a)$. With $y=2-2\cos k=4\sin^2(k/2)$ and $y^2=6-8\cos k+2\cos2k$,

$$\lambda=y\quad(m=1),\qquad \lambda=\frac{30-32\cos k+2\cos 2k}{12}=y+\frac{y^2}{12}\quad(m=2).$$

Because $\sin x\ge2x/\pi$ on $[0,\pi/2]$, $\Lambda\ge4|\mathbf k|^2/\pi^2$ in the zone $[-\pi,\pi]^3$, and $1/\Lambda$ is integrable in three dimensions. Define

$$K(\mathbf n)=4\pi\int\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf n}}{\Lambda(\mathbf k)}.$$

Then $AK=4\pi\delta_{\mathbf n,0}$, and $K\to0$ at infinity by the Riemann–Lebesgue lemma. For $\rho$ of finite support, $\phi_{\rm lat}=h^2K*\rho$ is a decaying solution. It is the only one: if $Au=0$ and $u$ decays, the transform of $u$ is supported where $\Lambda=0$, at $\mathbf k=0$, so it is a finite sum of derivatives of $\delta(\mathbf k)$, $u$ is a polynomial, and a decaying polynomial is zero.

Let $I$ be a box of interior nodes and $W$ the $m$ layers around it, and let $\rho$ vanish outside $I\cup W$. For $u\ne0$ supported in $I$, $\sum uAu=\int\Lambda|\hat u|^2d^3k/(2\pi)^3>0$, so the block $A_{II}$ is invertible. Step 1 solves $A_{II}\phi_D=4\pi h^2\rho$, and $\tilde\phi$ is $\phi_D$ on $I$ and zero elsewhere. Step 2 defines the screening density

$$s=\frac{A\tilde\phi}{4\pi h^2}-\rho.\tag{4}$$

It vanishes on $I$ by step 1. It vanishes beyond $W$, because the stencil from there does not reach $I$ and $\rho=0$. So $s$ lives on $W$, and it absorbs any $\rho$ on wall nodes.

The discrete Green identity is a rearrangement of a finite sum. Since $A$ is symmetric, $\sum_{\mathbf j}v_{\mathbf j}(A\tilde\phi)_{\mathbf j}=\sum_{\mathbf j}\tilde\phi_{\mathbf j}(Av)_{\mathbf j}$ for any $v$. Taking $v_{\mathbf j}=K(\mathbf i-\mathbf j)$ gives $K*A\tilde\phi=4\pi\tilde\phi$, and with $A\tilde\phi=4\pi h^2(\rho+s)$,

$$\phi_{\rm lat}=\tilde\phi-h^2K*s.\tag{5}$$

On $W$, $\tilde\phi=0$, so step 3, $V=-h^2K*s$, gives $V=\phi_{\rm lat}$. Step 4 imposes $A\phi=4\pi h^2\rho$ on $I$ with $\phi=V$ on $W$. The stencil from $I$ reaches only $I\cup W$, so $\phi-\phi_{\rm lat}$ is supported in $I$ and annihilated by $A_{II}$, and is zero. No limit $h\to0$ was taken. If step 4 uses a larger box, (5) supplies its wall values equally well. Taking $v=p$ with $Ap=0$, such as $1$, $x$, $xy$, $x^2-y^2$, gives $\sum sp=-\sum\rho p$ exactly.

For $m=1$ a face node has one interior neighbour, so $s=-\phi_D(\text{neighbour})/4\pi h^2-\rho$, and edge and corner nodes receive nothing from $\tilde\phi$. The charge $sh^3$ spread over area $h^2$ gives $sh=[0-\phi_D(\text{neighbour})]/4\pi h$, the difference form of $\partial_n\phi_D/4\pi$. For $m=2$, with $\phi_1,\phi_2$ the first two interior values along the normal, the inner wall layer has $A\tilde\phi=(-16\phi_1+\phi_2)/12$ and the outer one $\phi_1/12$. Since $\phi_1$ is of order $h|\partial_n\phi_D|$, the outer layer holds a surface density $\phi_1/48\pi h$ that stays finite as $h\to0$, and omitting it leaves an error that refinement does not remove. For $m=1$ a solution of $Aw=0$ is the mean of its six neighbours, so wall errors are not amplified; for $m=2$ the weight of the second neighbours is negative and this argument is unavailable.

## Computing $K$ and its long-range form

Writing $1/\Lambda=\int_0^\infty e^{-t\Lambda}dt$ factorizes the zone integral:

$$K(\mathbf n)=4\pi\int_0^\infty\prod_a\kappa_{n_a}(t)\,dt,\qquad \kappa_n(t)=\frac1\pi\int_0^\pi e^{-t\lambda(k)}\cos nk\,dk .$$

The trapezoid rule in $k$ and in $\ln t$ evaluates both integrals. For $m=1$ it gives $K(0,0,0)=3.17591154$ and $K(1,0,0)=1.08151643$, tied by $AK=4\pi$ at the origin, $6(3.17591154-1.08151643)=4\pi$. The table is dimensionless and independent of $h$; the potential of a node charge $Q=\rho h^3$ is $KQ/h$.

At large $|\mathbf n|$, $K$ is governed by the non-smooth terms of $1/\Lambda$ at $\mathbf k=0$, a term homogeneous of degree $p$ giving $r^{-3-p}$. For $m=1$, $y=k^2-k^4/12+k^6/360-\dots$, so

$$\frac1\Lambda=\frac1{k^2}+\frac{\sum_ak_a^4}{12k^4}+O(k^2).$$

The inverse transform of $1/k^2$ is $1/4\pi r$. That of $1/k^4$ is $-r/8\pi$, since $\nabla^2(-r/8\pi)=-1/4\pi r$, and $k_a^4$ becomes $\partial_a^4$. Successive derivatives of $r$ are $x/r$, $1/r-x^2/r^3$, $-3x/r^3+3x^3/r^5$ and $-3/r^3+18x^2/r^5-15x^4/r^7$. Summed over axes, with $C=\sum_ax_a^4/r^4$, the last is $(9-15C)/r^3$. Multiplying by $4\pi\cdot\frac1{12}\cdot(-\frac1{8\pi})=-\frac1{24}$,

$$K=\frac1r+\frac{5C-3}{8r^3}+O(r^{-5}).\tag{6}$$

On an axis $C=1$: at $\mathbf n=(40,0,0)$ the correction is $1/(4\cdot40^3)=3.906\times10^{-6}$, and the quadrature gives $K-1/40=3.913\times10^{-6}$. For $m=2$, adding $y^2/12=k^4/12-k^6/72+\dots$ gives $\lambda=k^2-k^6/90+\dots$, and $K=1/r+O(r^{-5})$.

The same expansion gives the stencil error. For a density resolved by the grid, the transform of $\phi_{\rm lat}$ at physical wave vector $\mathbf k$ is $4\pi h^2\hat\rho/\Lambda(h\mathbf k)$, so to leading order

$$E_h-E=\frac{4\pi}{2}\int\frac{d^3k}{(2\pi)^3}|\hat\rho|^2\times\begin{cases}h^2\sum_ak_a^4/12k^4,&m=1,\\ h^4\sum_ak_a^6/90k^4,&m=2.\end{cases}\tag{7}$$

Both are positive: at leading order the grid energy lies above the continuum one.

## `wall_kernel = coulomb`: the cost of replacing $K$

This section treats $m=1$ and $\rho=0$ on the wall. Let step 3 use $K_c(\mathbf n)=1/|\mathbf n|$ with a chosen self term $K_c(0)=\kappa$, let $D=K_c-K$, and write $\sigma_{\mathbf j}=s_{\mathbf j}h$. The wall error relative to the exact lattice value is

$$\delta V_{\mathbf i}=-h\sum_{\mathbf j}D(\mathbf i-\mathbf j)\,\sigma_{\mathbf j}.$$

By (6), $D=O(r^{-3})$, which is summable over a plane. For a node away from the edges the leading term is $-h\sigma_{\mathbf i}\sum_{\rm plane}D$.

To find this sum, compare each kernel with the cell integral $b(\mathbf n)=\int_{\rm cell}d^2x/|\mathbf x|$ over the unit square centred at $\mathbf n$. The cells with $|n_x|,|n_y|\le M$ tile a square of half-width $M+\frac12$; splitting it into eight triangles gives $8(M+\frac12)\int_0^{\pi/4}d\theta/\cos\theta=8(M+\frac12)\,\mathrm{asinh}\,1$. The midpoint error of a cell is of order $\nabla^2_{2D}(1/r)=r^{-3}$, so the limit

$$c=\lim_{M\to\infty}\Big[8(M+\tfrac12)\,\mathrm{asinh}\,1-{\sum}'\,\frac1{|\mathbf n|}\Big]$$

exists (the prime omits $\mathbf n=0$), with a tail proportional to $1/(M+\frac12)$. Direct summation at two values of $M$, with that tail eliminated by Richardson extrapolation, gives $c=3.9002649$. Thus $\sum(b-K_c)=c-\kappa$.

For the lattice kernel, $\sum(b-K)=0$. The difference is summable, so the sum is the limit $\mathbf k\to0$ of $\hat b-\hat K$, the in-plane transforms. Let $\mu=\lambda(k_x)+\lambda(k_y)$. At height $p$ above the plane, $\hat K_p$ solves $(\mu+2)\hat K_p-\hat K_{p+1}-\hat K_{p-1}=4\pi\delta_{p0}$. The trial $Be^{-\eta|p|}$ requires $2\cosh\eta=\mu+2$ at $p\neq0$ and $B(2\cosh\eta-2e^{-\eta})=2B\sinh\eta=4\pi$ at $p=0$. Since $4\sinh^2\eta=(\mu+2)^2-4$,

$$\hat K_p=\frac{4\pi e^{-\eta|p|}}{\sqrt{\mu(\mu+4)}},\qquad \mu=k^2+O(k^4),\quad \eta=|\mathbf k|+O(k^3).\tag{8}$$

At $p=0$ this is $2\pi/|\mathbf k|+O(|\mathbf k|)$, with no constant. The continuum transform of $1/r$ at height $p$ is $\int\frac{dk_z}{2\pi}\frac{4\pi e^{ik_zp}}{q^2+k_z^2}=2\pi e^{-qp}/q$. Cell integration multiplies it by $\prod_a\sin(q_a/2)/(q_a/2)$, and sampling on the lattice sums it over $\mathbf q=\mathbf k+\mathbf G$, $\mathbf G\in2\pi\mathbb Z^2$ (Poisson summation). The term $\mathbf G=0$ is $2\pi/|\mathbf k|+O(|\mathbf k|)$. In the others each non-zero $G_a$ brings $\pm\sin(k_a/2)/(q_a/2)$; their sum is $O(|\mathbf k|)$, because $\sum1/G_x^2$ converges and, with $|\mathbf G|\ge|G_xG_y|^{1/2}$, so does $\sum|G_xG_y|^{-3/2}$. Hence $\hat b-\hat K\to0$.

Subtracting, $\sum D=\sum(b-K)-\sum(b-K_c)=\kappa-c$, and

$$\delta V=(c-\kappa)\,h\,\sigma+O(h^2).\tag{9}$$

The remainder is counted with $N\sim L/h$ nodes per side $L$. The term linear in the variation of $\sigma$ cancels by symmetry; the quadratic term is $h\cdot h^2\sum r^2r^{-3}\sim h^3N$; the part of the plane beyond the face is $h\sum_{r>N}r^{-3}\sim h/N$; the other faces give $hN^2N^{-3}$. Each is $O(h^2)$. Within a few nodes of an edge the linear term does not cancel, and with $|\sigma|$ bounded by a constant times $hr$ the estimate weakens to $h^2\sum r\,r^{-3}\sim h^2\ln N$, an upper estimate. So $\kappa=0$ is first order, $\kappa=K(0)$ is still first order with coefficient $3.900-3.176=0.724$, and $\kappa=c$ is second order at a face centre.

With `wall_pad` $=p\ge1$ the second wall lies $p$ cells outside the first, and no self term arises. By (8), $\hat K_p-2\pi e^{-|\mathbf k|p}/|\mathbf k|\to0$, while the sampled Coulomb kernel keeps $\sum_{\mathbf G\ne0}2\pi e^{-|\mathbf G|p}/|\mathbf G|$, led by the four shortest vectors $|\mathbf G|=2\pi$. The first-order term becomes approximately $-4e^{-2\pi p}h\sigma$; at $p=1$ the longer vectors raise the coefficient from $7.47\times10^{-3}$ to $7.87\times10^{-3}$. If the displacement is a fixed length, every distance is of order $1/h$ in cells, (6) applies to all pairs, and converting $\sum\to h^{-2}\oint dS'$ and $r\to R/h$, with $R=|\mathbf r-\mathbf r'|$, gives $\delta V=h^2\oint\sigma\,(5C-3)\,dS'/8R^3$ at leading order.

## Operation count

For $m=1$ the vectors $\sin(\pi jl/N)$ diagonalize the one-dimensional block, so each solve is a sine transform, $O(N^3\ln N)$. For $m=2$ the truncated five-band block is diagonalized numerically once per axis, and applying its eigenvectors costs $O(N^4)$. Any other Dirichlet solver may be used. The direct wall sum for $m=1$ couples $6(N-1)^2$ nodes pairwise, $O(N^4)$. Because $K$ depends on index differences, parallel faces are coupled by two-dimensional zero-padded convolutions, $O(N^2\ln N)$, and perpendicular faces by a transform along their shared axis followed by an $N\times N$ sum per frequency, $O(N^3)$. With `wall_pad = 0` and these face-wise sums the volume is not padded, whereas convolving $\rho$ with $K$ by fast transform doubles each axis.

## Worked example

The model ion has two normalized Gaussians $q(\alpha/\pi)^{3/2}e^{-\alpha r^2}$ with $\alpha=1$ bohr$^{-2}$: $q_1=+2$ at $(-1,0,0)$ and $q_2=-1$ at $(1,0.5,0)$ bohr, separated by $d=2.061553$ bohr, in the box $[-5,5]^3$ bohr. Each has potential $q\,\mathrm{erf}(\sqrt\alpha r)/r$, because $\frac1r\frac{d^2}{dr^2}\mathrm{erf}(\sqrt\alpha r)=-4\pi(\alpha/\pi)^{3/2}e^{-\alpha r^2}$. The transforms are $qe^{-k^2/4\alpha}$, and a product of two is the transform of a Gaussian of exponent $\alpha/2$, so the pair energy is $q_1q_2\,\mathrm{erf}(\sqrt{\alpha/2}\,d)/d$. Half its limit $d\to0$ is the self-energy $q^2\sqrt{\alpha/2\pi}$. Therefore

$$E=\frac{5}{\sqrt{2\pi}}-\frac{2\,\mathrm{erf}(2.061553/\sqrt2)}{2.061553}=1.062647\ \text{Ha}=28.9161\ \text{eV}.$$

The grid results use the density sampled at the nodes, eigenvector solves, wall sums by zero-padded fast Fourier convolution, and $E_h=\frac12h^3\sum\rho\phi$.

Take $h=0.25$ bohr and $m=1$, with $59319$ interior and $9126$ face nodes. The grid holds charge $1.00000000$ e and dipole $(2\cdot(-1)-1,\,-0.5)=(-3,-0.5)$ e bohr in $x,y$; the screening layer holds $-1.00000000$ e and $(3,0.5)$ e bohr. Next to the face centre $(-5,0,0)$ the first solve gives $\phi_D=0.045563$ Ha/e, so

$$\sigma=-\frac{0.045563}{4\pi\times0.25}=-1.4503\times10^{-2}\ \text{e/bohr}^2 .$$

The wall sum with $K$ gives $V=0.334231$ Ha/e there, $3.2\times10^{-4}$ Ha/e above the erf value $0.333909$ Ha/e; by (5) that difference is stencil error, since each centre lies at least $4$ bohr from every face and the charge beyond the box is only of order $\mathrm{erfc}(4)\approx1.5\times10^{-8}$ e. At the origin the potential rises from $0.721372$ Ha/e (grounded) to $0.896277$ Ha/e, against $0.892802$ Ha/e in the continuum. The energy rises by $1.068125-0.955257=0.112868$ Ha $=3.0713$ eV, positive as (3) requires.

| $h$ (bohr) | stencil | $E_h$ (Ha) | $\max\lvert\phi-\phi_{\rm erf}\rvert$ (Ha/e) |
|---|---|---|---|
| 0.5 | 2 | 1.084974 | $5.72\times10^{-2}$ |
| 0.25 | 2 | 1.068125 | $1.38\times10^{-2}$ |
| 0.5 | 4 | 1.064220 | $6.85\times10^{-3}$ |
| 0.25 | 4 | 1.062751 | $4.67\times10^{-4}$ |

Relative to $1.062647$ Ha the second-order energy errors are $0.022327$ and $0.005478$ Ha, and the base-2 logarithm of their ratio is $2.03$. The fourth-order errors are $0.001573$ and $0.000104$ Ha, order $3.9$. Signs and orders follow (7). The potential errors give orders $2.05$ and $3.87$. Richardson extrapolation of the second-order pair, $(4\times1.068125-1.084974)/3=1.062509$ Ha, lies $1.4\times10^{-4}$ Ha below the closed form.

For the Coulomb kernel with $m=1$, errors are relative to the exact lattice solution. With $\kappa=0$ and $h=0.25$ bohr, (9) predicts $3.9003\times0.25\times(-1.4503\times10^{-2})=-1.4142\times10^{-2}$ Ha/e at $(-5,0,0)$. The computed shift is $-1.381\times10^{-2}$ Ha/e, and $-2.757\times10^{-2}$ Ha/e at $h=0.5$ bohr, order $1.00$. With $\kappa=c$ the shifts are $1.338\times10^{-3}$ and $3.27\times10^{-4}$ Ha/e, order $2.03$; the latter is the gap between the computed and predicted shifts for $\kappa=0$, since $\delta V$ is linear in $\kappa$. With the wall displaced by $2.5$ bohr the largest errors over the inner box are $2.24\times10^{-5}$ and $5.71\times10^{-6}$ Ha/e, order $1.97$. The order is the derived one; the size is not derived here.

## Choosing the settings

**Box.** The Coulomb-kernel wall error is linear in $\sigma$ and so depends on the box size and the charge; the following holds for the lattice kernel. The size is set by the density alone, not by the range of the potential or by net charge and multipoles. The only size error is the missing potential of the dropped charge, $h^2K*\rho_{\rm out}$ on the grid. Its continuum form $G*\rho_{\rm out}$ is bounded at a point by $\int|\rho_{\rm out}|$ divided by the distance to the nearest dropped charge. On the grid this bound is only approximate within a few cells of the dropped charge, where $K$ differs from $1/|\mathbf n|$: for `stencil = 2`, $K(1,0,0)=1.0815$. A charged system needs no neutralizing background.

**Kernel.** `wall_kernel = lattice` with `wall_pad = 0` leaves only the stencil error. The table must belong to the stencil in use and cover all index differences of the array. It can be reused for any $h$ on a cubic mesh; unequal spacings change $\Lambda$ and need a new table.

**Coulomb kernel.** With `stencil = 2` and no padding, set the self term to $c$. In the example at $h=0.25$ bohr the wall error at the face centre is then $3.3\times10^{-4}$ Ha/e, about the same as the stencil error at that node, $3.2\times10^{-4}$ Ha/e, and well below the largest stencil error in the box, $1.4\times10^{-2}$ Ha/e. With no self term the wall error at the face centre is $1.4\times10^{-2}$ Ha/e, some forty times the stencil error there, and the ratio grows on finer grids because the wall error is only first order. The alternative for `stencil = 2` is to pad. Padding by $p$ cells reduces the first-order term to about $4e^{-2\pi p}h|\sigma|$, which is already small at $p=1$, but a wall error of order $h^2$ remains. To reduce that as well, displace the wall by a fixed length: in the example, $2.5$ bohr brings the largest error over the inner box to $5.7\times10^{-6}$ Ha/e. A single self term was derived only for one wall layer, so without padding `stencil = 4` should use the lattice kernel on both layers. With the wall displaced by a fixed length, $K=1/r+O(r^{-5})$ and the same conversion $\sum\to h^{-2}\oint dS'$, $r\to R/h$ give a Coulomb-kernel wall error of order $h\cdot h^{-2}\cdot h^5=h^4$, the order of the stencil.

**Solver tolerance.** If step 1 is iterative, (4) leaves a residual density $r=s|_I$. The identity $K*A\tilde\phi=4\pi\tilde\phi$ holds for any $\tilde\phi$ supported in $I$, so on $W$ one has $0=h^2K*(\rho+s_W+r)$ and $V=h^2K*(\rho+r)$. The wall values are those of the density $\rho+r$, and the tolerance should make $h^2K*r$ small against the stencil error. The choice $p=1$ in the moment rule gives $h^3\sum s_W+h^3\sum\rho=-h^3\sum r$, so the reported sum of the screening charge and the grid charge measures the net residual. It says nothing about step 3.

**Scope.** The proof is given for an operator that is symmetric and translation-invariant on the whole lattice, with $\Lambda>0$ away from $\mathbf k=0$. It relies on the translation invariance inside the box as well as outside, because (5) uses $AK=4\pi\delta$ at the nodes of $I$. Suppose $A=A_0+B$ with $B$ confined to $I$, as for a dielectric inside the box, and let $K$ belong to $A_0$. Applying $K*$ to $A_0\tilde\phi=4\pi h^2(\rho+s)-B\tilde\phi$ gives $V=h^2K*\rho-K*B\tilde\phi/4\pi$ on $W$, whereas the open solution obeys $\phi=h^2K*\rho-K*B\phi/4\pi$. The two differ by $K*B(\phi-\tilde\phi)/4\pi$, which is not zero in general. A spatially varying dielectric or a non-uniform mesh, inside or beyond the wall, has no kernel $K(\mathbf i-\mathbf j)$ and is not covered; a uniform $\varepsilon$ only rescales $A$ to $\varepsilon A$ and $K$ to $K/\varepsilon$, and the proof holds unchanged. In two dimensions $1/\Lambda$ is not integrable at $\mathbf k=0$, so the decaying $K$ defined above does not exist.
